# When slurry coagulation follows the inverse sixth power of ion valence

**Q.** Abrasive particles in a polishing slurry repel through their ionic double layers and attract through van der Waals forces. You claim that equating the two fixes the salt concentration at which the slurry coagulates. The curves can be equal at many concentrations. What singles one out?

**A.** Equality at some gap is too weak a condition. Below the critical concentration the total energy $V(h)$ of two particles rises above zero over a range of gaps $h$, so repulsion and attraction are equal at both ends of that range. As salt is added the range shrinks to a point. There

$$V=0,\qquad \frac{dV}{dh}=0 .$$

The top of the barrier then lies at the energy of widely separated particles. This tangency defines the critical coagulation concentration used here.

**Q.** Start with the repulsion, and state what you assume about the ions.

**A.** I take a symmetric $z{:}z$ salt with number density $n$ of each ion in the reservoir, point ions in mean field, and uniform permittivity $\varepsilon$. The elementary charge is $q$; $e$ is Euler's number. The surface potential $\psi_0$ is positive; for a negative surface the ions exchange roles. With $y=zq\psi/kT$, the Boltzmann factors give the charge density

$$zqn(e^{-y}-e^{y})=-2zqn\sinh y .$$

Poisson's equation, $\varepsilon\psi''=2zqn\sinh y$, becomes

$$y''=\kappa^2\sinh y,\qquad \kappa^2=\frac{2z^2q^2n}{\varepsilon kT}=8\pi l_Bz^2n,\qquad l_B=\frac{q^2}{4\pi\varepsilon kT}.$$

Here $1/\kappa$ is the Debye length and $l_B$ the Bjerrum length. Near a single flat wall, multiply by $y'$ and integrate. Since $y$ and $y'$ vanish far away,

$$\tfrac12y'^2=\kappa^2(\cosh y-1)=2\kappa^2\sinh^2(y/2),\qquad y'=-2\kappa\sinh(y/2).$$

The minus sign describes decay away from the wall. Because $d\ln\tanh(y/4)/dy=1/[2\sinh(y/2)]$, a second integration over the distance $u$ from the wall gives

$$\tanh\frac y4=\gamma e^{-\kappa u},\qquad \gamma=\tanh\frac{Y}{4},\qquad Y=\frac{zq\psi_0}{kT}.$$

Far out, $y\simeq4\gamma e^{-\kappa u}$. However high the surface potential, this tail cannot exceed $4e^{-\kappa u}$.

**Q.** A potential profile is not yet a force between two walls.

**A.** Between the walls the ions exert osmotic pressure and the field exerts Maxwell stress. Mechanical equilibrium makes

$$2nkT\cosh y-\tfrac12\varepsilon\psi'^2$$

independent of position: its derivative is $2nkT\,y'\sinh y-\varepsilon\psi'\psi''$, and the field equation makes the terms cancel. At the midplane $\psi'=0$. Subtracting the reservoir pressure $2nkT$ leaves

$$P=2nkT(\cosh y_m-1)\simeq nkT\,y_m^2 ,$$

where the last form needs small $y_m$. If the two tails simply add at distance $h/2$ from each wall, $y_m=8\gamma e^{-\kappa h/2}$, so

$$P=64nkT\gamma^2e^{-\kappa h},\qquad W_R=\int_h^\infty P\,dh'=\frac{64nkT\gamma^2}{\kappa}e^{-\kappa h}.$$

$W_R$ is an energy per area of flat plates.

**Q.** Abrasives are closer to spheres than to plates.

**A.** For equal spheres of radius $a$ with $h\ll a$ and $\kappa a\gg1$, the gap at distance $s$ from the axis is $H=h+s^2/a$, each surface receding by $s^2/2a$. Treating each ring as a small flat plate, and using $2s\,ds=a\,dH$,

$$V=\int W(H)\,2\pi s\,ds=\pi a\int_h^\infty W(H)\,dH .$$

This is the Derjaguin approximation. It gives

$$V_R=\frac{64\pi a\,nkT\gamma^2}{\kappa^2}e^{-\kappa h}.$$

**Q.** And the attraction?

**A.** Let atoms of density $\rho$ attract in pairs with energy $-C/r^6$. One atom and a plane layer at distance $D$ have the geometric sum

$$\int_0^\infty\frac{2\pi s\,ds}{(s^2+D^2)^3}=\frac{\pi}{2D^4}.$$

For two half-spaces with gap $h$, pairs of layers a distance $D$ apart occur with weight $D-h$. Hence

$$W_A=-\frac{\pi C\rho^2}{2}\int_h^\infty\frac{D-h}{D^4}dD
=-\frac{\pi C\rho^2}{2}\left(\frac1{2h^2}-\frac1{3h^2}\right)=-\frac{A}{12\pi h^2},$$

with Hamaker constant $A=\pi^2C\rho^2$. In water, $A$ denotes the effective constant for two particles across water. The Derjaguin integral gives $V_A=-Aa/(12h)$.

**Q.** Now apply both tangency conditions without hiding the algebra.

**A.** Define $R=V_R/|V_A|$. Then $V=|V_A|(R-1)$. Where $R=1$, $dV/dh=|V_A|\,dR/dh$, so tangency from below means that the maximum of $R$ equals one. With $x=\kappa h$,

$$R=\frac{768\pi\,nkT\gamma^2}{A\kappa^3}\,xe^{-x}.$$

The derivative of $xe^{-x}$ is $(1-x)e^{-x}$, so the maximum is at $x=1$ and has the value $1/e$. The contact point of the curves is one Debye length, and

$$\kappa^3=\frac{768\pi\gamma^2}{e}\,\frac{nkT}{A}.$$

Square this and insert $\kappa^6=512\pi^3l_B^3z^6n^3$:

$$512\pi^3l_B^3z^6n^3=\frac{768^2\pi^2\gamma^4}{e^2}\,\frac{n^2(kT)^2}{A^2}.$$

Dividing by $512\pi^3l_B^3z^6n^2$, and using $768^2/512=1152$, gives

$$\boxed{n_c=\frac{1152}{\pi e^2}\,\gamma^4\left(\frac{kT}{A}\right)^2\frac{1}{l_B^3z^6}}$$

The radius cancels because both energies are proportional to it.

**Q.** The sixth power is explicit, but $\gamma$ also contains $z$. Have you really obtained an inverse sixth power?

**A.** That holds in the saturated limit, $Y\gg1$ for every valence compared, where $\gamma\to1$. At fixed $\psi_0$, $A$, $T$ and $\varepsilon$, the local exponent is

$$\frac{d\ln n_c}{d\ln z}=-6+4\frac{d\ln\tanh(Y/4)}{d\ln Y}=-6+\frac{2Y}{\sinh(Y/2)},$$

because $Y\propto z$. For small $Y$ the last term tends to 4. Then $\gamma\simeq Y/4$ and

$$n_c\simeq\frac{9}{2\pi e^2}\left(\frac{q\psi_0}{kT}\right)^4\left(\frac{kT}{A}\right)^2\frac1{l_B^3z^2},$$

an inverse square. A numerical search on the energy curves, with valence varied from 1.98 to 2.02, reproduced the exponent formula within 0.003 at 2, 50 and 400 mV.

The approach to saturation is slow. In the boxed formula at 298.15 K, an exponent of $-5.5$ needs $z\psi_0\simeq216$ mV, and $-5.9$ needs about 319 mV.

**Q.** Put in numbers for a slurry.

**A.** Take round parameters in the regime of a water-based slurry with alumina abrasive for polishing metal films: $a=50$ nm, $A=0.25$ eV, relative permittivity 78.4 and $T=298.15$ K. They are rough typical values, not data for one product. Silica particles have a Hamaker constant several times smaller, so the concentrations below do not apply to them. Then $kT=0.02569$ eV and $l_B=0.7149$ nm.

For $z=2$ and $\psi_0=50$ mV, $\gamma=0.750$. The numerical prefactor is 49.63, so

$$n_c=49.63\,(0.750)^4\left(\frac{0.02569}{0.25}\right)^2\frac{1}{(0.7149)^3\,2^6}\ \text{nm}^{-3}\simeq0.0071\ \text{nm}^{-3}.$$

Since 1 mM is $6.022\times10^{-4}$ nm$^{-3}$, this is 11.8 mM. The Debye length, and hence the contact gap, is 1.40 nm. There the attraction is $0.25\times50/(12\times1.40)=0.744$ eV, or 29 $kT$, and the repulsion has the same size.

The concentrations in mM are:

| Surface potential | $z=1$ | $z=2$ | $z=3$ |
|---|---:|---:|---:|
| 50 mV | 99 | 11.8 | 2.12 |
| 100 mV | 754 | 31.6 | 3.19 |
| saturated | 2382 | 37.2 | 3.27 |

In the saturated row, monovalent salt needs 64 times the divalent concentration and 729 times the trivalent one. At 50 mV the factors are 8.4 and 47. The local exponents of the boxed formula at that potential are $-2.6$, $-3.7$ and $-4.7$ for $z=1,2,3$. The sixth-power law is therefore a poor guide to this 50 mV example.

**Q.** At $\kappa h=1$ the double layers overlap strongly. You added weak tails exactly where that is doubtful.

**A.** The objection affects the prefactor but not the saturated power. In the full nonlinear problem, lengths scale with $1/\kappa$ and pressure with $nkT$. Thus $P=nkT\,p(\kappa h;Y)$ and, after two integrations,

$$V_R=\frac{\pi a\,nkT}{\kappa^2}S(\kappa h;Y),\qquad S(x;Y)=\int_x^\infty(t-x)p(t;Y)\,dt .$$

The ratio to the attraction is now $R=12\pi nkT\,xS/(A\kappa^3)$. If $M(Y)$ is the maximum of $xS$, tangency gives $\kappa^3=12\pi nkTM/A$. Squaring and eliminating $\kappa$ as before,

$$n_c=\frac{9M^2}{32\pi}\left(\frac{kT}{A}\right)^2\frac1{l_B^3z^6}.$$

For infinite $Y$, $M$ is a pure number. It is finite because the pressure stays finite at a fixed gap: integrating $y''=\kappa^2\sinh y$ from the midplane to the walls gives

$$\kappa h=2\int_{y_m}^{\infty}\frac{dy}{\sqrt{2\cosh y-2\cosh y_m}},$$

which assigns a finite $y_m$ to each nonzero gap. As the gap closes, $y_m$ is large and the integral tends to $\kappa h=2\pi e^{-y_m/2}$, so $p\simeq e^{y_m}=4\pi^2/x^2$ with $x=\kappa h$. Then $S$ grows only logarithmically and $xS$ tends to zero, so the maximum lies at a nonzero gap. Numerically $M=22.41$, at $\kappa h=0.80$, whereas adding tails gives $64/e=23.54$. The saturated concentration falls by about 9% relative to the boxed formula, with the same $z^{-6}$.

At 50 mV, with the potential held constant as the particles approach, the nonlinear values are 74, 9.3 and 1.78 mM. They lie 25%, 21% and 16% below the boxed formula. As $Y\to0$ the shortfall tends to about 26%, so the low-potential formula given earlier has the right powers, but the true prefactor is that much smaller. A surface that holds its charge constant instead would need a separate calculation.

**Q.** Why should coagulation begin when the barrier top is at zero? Particles may already sit in a well outside it.

**A.** They may. At $n_c$, $R=xe^{1-x}$ and $|V_A|=Aa\kappa/(12x)$, so

$$V=\frac{Aa\kappa}{12}\left(e^{1-x}-\frac1x\right).$$

Setting the derivative to zero gives $e^{1-x}=1/x^2$. One root is the barrier top, $x=1$; the other, near $x=3.5$, is a secondary minimum. At 50 mV its depth in this formula is 8.5, 5.9 and 3.8 $kT$ for $z=1,2,3$, and a pair resting there must still climb out of the well to reach the barrier top. These depths are overestimates, because the minima lie at gaps of 3 to 8 nm, where $-Aa/12h$ is too strong for $a=50$ nm. With the complete-sphere attraction given below, each at its own $n_c$, they fall to about 6, 4 and 2 $kT$; adding retardation and the nonlinear repulsion brings them to roughly 4, 2.5 and 1.5 $kT$.

A stricter criterion asks that the force be nowhere repulsive. From the Derjaguin integral, $-dV/dh=\pi aW$, so the plate energy $W=W_R+W_A$ must not be positive. Its ratio is

$$\frac{W_R}{|W_A|}=\frac{768\pi nkT\gamma^2}{A\kappa^3}\,x^2e^{-x},$$

with maximum $4/e^2$ at $x=2$. Compared with the earlier maximum $1/e$, the required $\kappa^3/n$ is larger by $4/e$. At fixed $z$, $\kappa^3/n\propto n^{1/2}$, so the concentration is larger by $(4/e)^2=2.17$. For the divalent salt at 50 mV this moves 11.8 mM to about 25.5 mM. With added tails the valence dependence is unchanged, but the word "critical" carries a factor of two that depends on the criterion.

In the other direction, at half of $n_c$ the same divalent example has a barrier top 9.9 $kT$ above zero. Turning barrier heights into coagulation rates requires particle diffusion and hydrodynamics, which are absent here.

**Q.** Your attraction is also idealized. Does that matter at gaps of one or two nanometres?

**A.** At 50 mV the corrections taken together matter more than the strong overlap, increasingly so at higher valence, and they act in the opposite direction. Summing the pair attraction over complete spheres gives

$$V_A=-\frac A6\left[\frac{2a^2}{h^2+4ah}+\frac{2a^2}{(h+2a)^2}+\ln\frac{h^2+4ah}{(h+2a)^2}\right],$$

which is weaker than $-Aa/12h$ at these gaps. With the repulsion unchanged, the 50 mV concentrations rise by factors 1.32, 1.44 and 1.65 for $z=1,2,3$.

Retardation, the finite travel time of the electromagnetic interaction, also weakens the attraction. The Gregory interpolation divides $Aa/12h$ by $1+14h/\lambda$. With a rough $\lambda=100$ nm, the factors are 1.27, 1.39 and 1.61. Both corrections grow with valence here because the contact gap grows from 0.97 to 2.20 nm. The retardation factors are rough: the logarithmic form $1-(5.32h/\lambda)\ln(1+\lambda/5.32h)$ with the same $\lambda$ gives 1.37, 1.50 and 1.72, and a Lifshitz estimate with simple oscillator spectra for alumina and water gives about 1.5, 1.7 and 2.1. The two corrections do not simply multiply: a single-frequency retarded pair law with $\lambda=100$ nm summed over complete spheres gives about 1.5, 1.7 and 2.0, below the product of the separate factors.

Salt also screens the zero-frequency part of the attraction. That part is at most $\tfrac34\zeta(3)kT$, or 9% of the chosen $A$. Removing all of this upper estimate would raise $n_c$ by a factor of about 1.2, since $n_c\propto A^{-2}$.

**Q.** Many salts are not $z{:}z$. What happens with multivalent counterions and monovalent coions?

**A.** Let $n$ be the counterion density, so the coion density is $zn$, and now let $y=q|\psi|/kT$. The field equation is

$$y''=4\pi l_Bzn(e^{zy}-e^{-y}),\qquad \kappa^2=4\pi l_Bz(z+1)n,$$

where $\kappa^2$ follows from small $y$. One integration gives

$$y'^2=\frac{2\kappa^2}{z+1}\left[\frac{e^{zy}-1}{z}+e^{-y}-1\right].$$

Integrating again from a saturated wall yields a tail $Be^{-\kappa u}$ with a number $B$ that depends on $z$. Adding two tails gives $y_m=2Be^{-\kappa h/2}$, and the midplane pressure is

$$P=nkT\left[e^{zy_m}-1+z(e^{-y_m}-1)\right]\simeq2z(z+1)nkTB^2e^{-\kappa h}.$$

The linear terms cancel. Tangency again gives $\kappa^3\propto nz(z+1)B^2$ at fixed $A$ and $T$. Squaring and inserting $\kappa^2$ leaves $n_c\propto B^4/[z(z+1)]$. Numerical integration for $B$ gives monovalent-to-divalent and monovalent-to-trivalent ratios of about 115 and 1600, against 64 and 729 for symmetric salts.

That excess is not a reliable result. The pressure formula needs small $zy_m$, but for $z=2$ the value $B\simeq1.6$ gives $zy_m\simeq3.9$ at $\kappa h=1$. For saturated symmetric salts, adding tails overestimated $M$ by only 5%; here the error is much larger. Solving the full nonlinear problem between saturated walls, as was done for symmetric salts, gives ratios of about 67 and 770. These lie within about 6% of 64 and 729, so most of the excess comes from adding tails.

At low surface potential the answer is clearer. There the field equation is linear, $B=q|\psi_0|/kT$ is the same for every $z$, and $n_c\propto1/[z(z+1)]$ replaces the inverse square of symmetric salts.

**Q.** Could I make the law accurate by raising the surface potential?

**A.** Within the equations, yes; physically, the mean-field picture then fails near the wall. The counterion density there is $ne^Y$. For $z=3$ at 100 mV it comes to 376 M, or about 226 ions per nm$^3$. That implies a spacing near 0.16 nm, too small for hydrated ions. The monovalent results at 100 mV and at saturation have another defect: their contact gaps are only 0.35 and 0.20 nm, where continuum water and point ions are not credible.

Correlations between ions set a second limit. Their strength is measured by

$$\Xi=2\pi z^3l_B^2\sigma,\qquad \sigma=\frac{\kappa\sinh(Y/2)}{2\pi l_Bz},$$

where $\sigma$ is the number of surface charges per area, obtained from the field at the wall. Mean field requires $\Xi$ to be small or of order one. At 50 mV it is 0.84, 7 and 27 for $z=1,2,3$; for trivalent ions at 100 mV it is 616. Of the table entries, only the monovalent one at 50 mV clearly meets this condition. The others are solutions of the model, not reliable predictions.

**Q.** What, then, may a process engineer take from this?

**A.** The calculation supports a trend under stated conditions: at fixed surface potential and Hamaker constant, multivalent symmetric salts destabilize the model slurry at lower concentrations. It does not supply a salt limit for a working slurry. Real slurries contain acids or bases, and often oxidizers and complexing agents, which can change the surface potential. In the boxed formula, going from 40 to 60 mV raises the monovalent concentration from 45 to 182 mM, so the assumption of fixed potential can outweigh the other corrections sized here. Multivalent ions may also adsorb specifically, and hydration forces can act at nanometre gaps; neither is included or sized. A warm pad at 323 K, with a rough permittivity of 70 and the potential held at 50 mV, changes $n_c$ by factors 0.80, 0.88 and 0.95 for $z=1,2,3$. Shear during polishing is outside this equilibrium energy criterion.

A measured exponent near $-6$ would not by itself establish saturated surfaces, because the low-potential form $n_c\propto\psi_0^4/z^2$ also gives $z^{-6}$ if the surface potential at coagulation falls as $1/z$. The surface potential would have to be measured as salt is added. Most of the values quoted in this exchange are collected in the numerical output.

## Computed results

```
radius 50 nm, Hamaker constant 0.25 eV
T 298.15 K, relative permittivity 78.4
kT 0.02569 eV, Bjerrum length 0.7149 nm
prefactor 1152/(pi exp(2)) = 49.626
50 mV, z=1: g 0.4515, ccc 98.96 mM, Debye length = gap 0.966 nm
50 mV, z=2: g 0.7500, ccc 11.78 mM, Debye length = gap 1.400 nm
50 mV, z=3: g 0.8976, ccc 2.121 mM, Debye length = gap 2.200 nm
100 mV, z=1: g 0.7500, ccc 754 mM, Debye length = gap 0.350 nm
100 mV, z=2: g 0.9600, ccc 31.62 mM, Debye length = gap 0.855 nm
100 mV, z=3: g 0.9942, ccc 3.193 mM, Debye length = gap 1.793 nm
saturated, z=1: g 1.0000, ccc 2382 mM, Debye length = gap 0.197 nm
saturated, z=2: g 1.0000, ccc 37.22 mM, Debye length = gap 0.788 nm
saturated, z=3: g 1.0000, ccc 3.268 mM, Debye length = gap 1.773 nm
50 mV: ccc(1)/ccc(2) 8.40, ccc(1)/ccc(3) 46.66
100 mV: ccc(1)/ccc(2) 23.85, ccc(1)/ccc(3) 236.15
saturated: ccc(1)/ccc(2) 64.00, ccc(1)/ccc(3) 729.00
local exponent at 50 mV, z=1,2,3: -2.568 -3.730 -4.736
exponent -5.5 needs Y = 8.42, z*psi = 216 mV
exponent -5.9 needs Y = 12.42, z*psi = 319 mV
saturated nonlinear M 22.413 at kappa h 0.803; superposition M 23.544
saturated ccc, nonlinear/superposition 0.906
nonlinear ccc at 50 mV, z=1,2,3 (mM): 74.2 9.299 1.781
z=2, 50 mV at ccc and gap 1.400 nm: repulsion 28.95 kT, attraction -28.95 kT
z=2, 50 mV at half the ccc: barrier top 9.88 kT
force never repulsive above 2.165 times ccc
50 mV, z=1, secondary minimum at ccc: -8.54 kT at 3.39 nm
50 mV, z=2, secondary minimum at ccc: -5.90 kT at 4.92 nm
50 mV, z=3, secondary minimum at ccc: -3.75 kT at 7.73 nm
full sphere geometry, ccc factor at 50 mV, z=1,2,3: 1.323 1.442 1.652
retardation, ccc factor at 50 mV, z=1,2,3: 1.270 1.390 1.611
zero-frequency share of A at most 0.093; ccc factor if fully screened 1.215
pad at 323 K, permittivity 70: ccc factor at 50 mV, z=1,2,3: 0.804 0.879 0.952
z:1 salts, saturated: counterion ccc(1)/ccc(2) 114.95, ccc(1)/ccc(3) 1573.99
50 mV, z=1: wall ions 0.693 M, charge 4.19 uC/cm2, coupling 0.839
50 mV, z=2: wall ions 0.577 M, charge 4.37 uC/cm2, coupling 7
50 mV, z=3: wall ions 0.728 M, charge 4.99 uC/cm2, coupling 27
100 mV, z=1: wall ions 37 M, charge 34.9 uC/cm2, coupling 7
100 mV, z=2: wall ions 76 M, charge 51.1 uC/cm2, coupling 81.9
100 mV, z=3: wall ions 376 M, charge 114 uC/cm2, coupling 616
```
